# Effective Dopant Partitioning in Micro-Pulling-Down Growth: Two Derivations, part 2

In micro-pulling-down growth, melt flows from a crucible through a narrow capillary into a small molten zone, from which a crystal is drawn downwards at speed $V$. The question is how the dopant fraction $w_s$ in the crystal, averaged over its cross-section, compares with $w_0$ in the crucible melt. At the interface, $w_s=k_0w_i$, where $w_i$ is the fraction in the interface melt and $k_0$ is constant. The effective coefficient is $k_{\rm eff}=w_s/w_0$.

The coordinate $z$ points down from the capillary inlet, up to which the crucible is mixed. Melt of density $\rho_l$ and dopant diffusivity $D$ has volume flow $Q$. Its mean speed is $u=Q/A_c$ in the capillary (length $L$, radius $R$, cross-section $A_c$) and $u_z=Q/A_s$ in the zone (height $h$, cross-section $A_s$, the same as the crystal's). The zone is stirred except in a film of thickness $\delta$ at the crystal.

A first derivation assumed plug flow, with composition and velocity uniform over each section of the capillary and film. It integrated the steady dopant balance along the path and found

$$
\frac1{k_{\rm eff}}-1=\left(\frac1{k_0}-1\right)e^{-\mathrm{Pe}},\qquad
\mathrm{Pe}=\frac{uL}{D}+\frac{u_z\delta}{D}. \tag{12}
$$

The second derivation, which follows, describes the path instead by one number that measures back-diffusion.

The example has $k_0=0.10$, $D=1.0\times10^{-5}\ \mathrm{cm^2/s}$, a crystal-to-melt density ratio of 1.20, a crystal diameter of 1.00 mm, $R=0.30$ mm, $L=2.00$ mm, $h=0.20$ mm and $\delta=0$. At a pull rate of 0.10 mm/min, $u=5.556\ \mathrm{\mu m/s}$, $u_z=2.000\ \mathrm{\mu m/s}$, $\mathrm{Pe}=11.11$ and $k_{\rm eff}=0.9999$.

Growth from uniform melt begins with a transient in which the crystal is short of dopant. Its length $x_*$ is defined so that $(1-k_0)w_0x_*$ equals the deficit $w_0-w_s$ integrated over the crystal length. In the example $x_*=2.21$ mm.

### One number for back-diffusion

Let the velocity field $\mathbf v$ in the path be any steady, incompressible flow that does not depend on the dopant. The walls are impermeable. The composition is uniform over the inlet, where it is $w_0$, and over the exit, where it is $w_i$. Between them it satisfies

$$
\nabla\cdot(\mathbf v\,w-D\nabla w)=0. \tag{13}
$$

This equation is linear, so solutions may be added. Two are needed. The first is $w=1$ everywhere, which has no gradient and carries the downward dopant flow $Q$, in units that leave out the factor $\rho_l$. The second, called $g$, is zero at the inlet and one at the exit. Write its downward flow as $-bQ$, which defines the back-diffusion number $b$.

The sign of $b$ follows at the inlet. By the maximum principle for Eq. (13), $g$ lies between its end values, zero and one. At the inlet $g=0$, so the flow carries no dopant there, and $g$ cannot decrease on going into the capillary. Diffusion at the inlet is therefore directed upwards, and $b\ge0$.

The actual composition has the right end values if it is written as $w=w_0+(w_i-w_0)g$. Its total dopant flow must equal the uptake by the crystal, $Qw_s$:

$$
Qw_0-bQ(w_i-w_0)=Qw_s. \tag{14}
$$

Divide by $Q$, insert $w_i=w_s/k_0$ and collect terms:

$$
w_0(1+b)=w_s\left(1+\frac b{k_0}\right)
\quad\Longrightarrow\quad
k_{\rm eff}=\frac{1+b}{1+b/k_0}. \tag{15}
$$

Subtracting this from one gives

$$
1-k_{\rm eff}=\frac{b\,(1/k_0-1)}{1+b/k_0}. \tag{16}
$$

For fixed $k_0\neq1$, the right side vanishes when $b\to0$ and in no other limit. Within the stated assumptions, suppressed back-diffusion is therefore both sufficient and necessary for $k_{\rm eff}\to1$. In the opposite limit, $b\to\infty$, Eq. (15) gives $k_{\rm eff}\to k_0$. Between the limits the change is monotonic, because

$$
\frac{dk_{\rm eff}}{db}
=\frac{(1+b/k_0)-(1+b)/k_0}{(1+b/k_0)^2}
=\frac{1-1/k_0}{(1+b/k_0)^2} \tag{17}
$$

has one sign for all $b$.

### Combining segments

Now return to plug flow, with composition uniform over each section. Let two segments with numbers $b_1$ and $b_2$ follow one another, and find the number $b$ of the pair. Set the composition to zero at the top and one at the bottom, and let it be $m$ at the junction. The upper segment carries the downward flow $-b_1Qm$. The lower one has end values $m$ and one, and by superposition carries $Qm-b_2Q(1-m)$. In the steady state the two are equal:

$$
-b_1m=m-b_2(1-m)
\quad\Longrightarrow\quad
m=\frac{b_2}{1+b_1+b_2}. \tag{18}
$$

The flow through the pair is $-bQ=-b_1Qm$, so $b=b_1b_2/(1+b_1+b_2)$. Taking the reciprocal and adding one gives

$$
1+\frac1b=\frac{b_1b_2+1+b_1+b_2}{b_1b_2}
=\left(1+\frac1{b_1}\right)\left(1+\frac1{b_2}\right). \tag{19}
$$

The quantity $1+1/b$ is therefore multiplicative along the path.

It remains to find $b$ for a thin slice of thickness $\ell$ and area $A$. At each section within it, $-bQ=Qg-AD\,dg/dz$. Averaged over the thickness, $dg/dz$ becomes $1/\ell$, since $g$ rises from zero to one, and $g$ becomes some mean $\bar g$ between zero and one. With $p=Q\ell/(AD)$,

$$
b=\frac1p-\bar g
\quad\Longrightarrow\quad
1+\frac1b=1+\frac p{1-p\bar g}=1+p+O(p^2). \tag{20}
$$

Cut the path into $n$ such slices. The logarithm of each factor is $p+O(p^2)$. As $n$ grows, the sum of the $p$ stays equal to $\mathrm{Pe}$, while the corrections add up to a quantity of order $1/n$ and vanish. Stirred melt offers no resistance and contributes $p=0$. Hence

$$
1+\frac1b=e^{\mathrm{Pe}}. \tag{21}
$$

From Eq. (15),

$$
\frac1{k_{\rm eff}}-1=\frac{1+b/k_0-1-b}{1+b}
=\frac{1/k_0-1}{1+1/b}, \tag{22}
$$

and inserting Eq. (21) reproduces Eq. (12).

In the example a two-dimensional numerical solution with plug flow gives $b=1.49\times10^{-5}$, in agreement with $1/(e^{11.11}-1)$. For a unit excess at the capillary exit, dopant returns to the crucible at the rate $bQ$, which is this small fraction of the feed flow $Q$.

### Parabolic flow in the capillary

Viscous melt in a long round capillary has the velocity $2u(1-x^2)$, with $x=r/R$ and $r$ the distance from the axis. Dopant climbs more easily near the slow wall. Equation (15) still holds, but $b$ changes.

Far from both ends, $g$ is a constant plus a term $\phi(x)e^{\lambda z}$. Insert this term in Eq. (13), multiply by $R^2/D$ and define $q=\lambda R$ and $P=uR/D$. Since $2(1-x^2)=1-(2x^2-1)$,

$$
\frac1x\frac d{dx}\left(x\frac{d\phi}{dx}\right)
=(Pq-q^2)\phi-Pq(2x^2-1)\phi,\qquad \phi'(1)=0. \tag{23}
$$

Averaged over the cross-section, the left side vanishes because nothing passes through the wall. The mean of $2x^2-1$ is also zero. With $\phi=1$ the average gives $q=P$, the plug-flow rate $\lambda=u/D$.

For the first correction write $\phi=1+\phi_1$, with $\phi_1$ of zero mean. To leading order $\phi_1$ is driven by the last term of Eq. (23). Multiplying by $x$ and integrating from the axis gives

$$
x\phi_1'=-Pq\left(\frac{x^4}2-\frac{x^2}2\right)
\quad\Longrightarrow\quad
\phi_1=Pq\left(\frac{x^2}4-\frac{x^4}8\right)+\text{const}. \tag{24}
$$

The excess is larger near the wall, as expected. The average of Eq. (23) now reads $Pq-q^2=Pq\,\langle(2x^2-1)\phi_1\rangle$. With $s=x^2$, the cross-section average is an integral over $s$ from zero to one:

$$
\int_0^1(2s-1)\left(\frac s4-\frac{s^2}8\right)ds
=\frac5{24}-\frac1{16}-\frac18=\frac1{48}. \tag{25}
$$

Thus $Pq-q^2=(Pq)^2/48$. Dividing by $q$ gives $P-q=P^2q/48$, or

$$
\lambda=\frac{u/D}{1+P^2/48}. \tag{26}
$$

This is the leading correction for small $P$. In the example $P=1.667$, and the decay rate falls from 5.556 to 5.252 per mm. The two-dimensional numerical solution gives 5.266 per mm, so the formula is low by 0.3%.

With parabolic flow, $b$ rises from $1.49\times10^{-5}$ to $2.56\times10^{-5}$, and the deficit $1-k_{\rm eff}$ rises from $1.34\times10^{-4}$ to $2.30\times10^{-4}$. The relative change is large, yet the coefficient stays within 0.03% of one.

### The price at the interface

A crystal with the feed composition needs an interface melt with $w_i\simeq w_0/k_0$. For 0.10 mol% in the crucible this is 1.00 mol%. The flux balance at the interface, $A_sD\,dw/dz=Q(w_i-w_s)$, gives a gradient of magnitude $(1-k_0)w_iu_z/D$.

If the liquidus falls by $m_L$ per unit of dopant, the liquidus temperature rises away from the crystal at $m_L$ times this gradient. The melt temperature must rise at least as fast to avoid constitutional supercooling. With an assumed $m_L=5.0$ K/mol% and $u_z/D=20\ \mathrm{cm^{-1}}$, the requirement for an interface melt of uniform composition is

$$
5.0\times0.90\times1.00\times20=90\ \mathrm{K/cm}.
$$

It is proportional to the dopant level. If the furnace cannot supply the gradient, the planar interface assumed here may break down.

### The model beside real fibres

The value $k_0=0.10$ is of the order found for cerium in yttrium aluminium garnet. The material constants are round inputs, not measured data.

The result is sensitive to the diffusivity, which stands in the exponent. If $D$ is three times larger and all else is fixed, $\mathrm{Pe}=3.70$ and $k_{\rm eff}$ drops to 0.82. The margin at 0.10 mm/min is therefore less safe than the figure 0.9999 suggests.

Surface-tension gradients can stir a real zone. For a temperature difference of 1 K, a surface-tension slope of $5\times10^{-5}$ N/(m K) and a viscosity of 0.045 Pa s, the speed scale $U$ is the temperature difference times the slope, divided by the viscosity, about 1.1 mm/s. Next to a surface that moves with the melt, the film scale would be $\sqrt{Dh/U}$, or 13 µm. At the crystal the melt is held back, and at a distance $\delta$ its speed is only about $U\delta/h$. Putting this speed in place of $U$ gives $\delta^3=Dh^2/U$, or $\delta$ of about 33 µm. If it covered the whole crystal face under well-mixed melt, such a film would add only $u_z\delta/D\approx0.07$ to $\mathrm{Pe}$. The estimate applies near the free surface, at the side of the zone. Slow viscous stirring driven from there weakens inwards over a fraction of the zone height, and this zone has a radius of 2.5 times its height, so its core may be hardly stirred. The choice $\delta=0$ is therefore an idealisation. The film figures are estimates of size. In creeping flow through the actual geometry, 1 K moves the surface at only about 0.15 mm/s, and the zone as a whole adds about 0.7 to $\mathrm{Pe}$. A wholly unstirred zone adds about 0.75, against $u_zh/D=0.40$ in the one-dimensional model. Beside a $\mathrm{Pe}$ of 11.11 this matters little for $k_{\rm eff}$ at 0.10 mm/min, but it shortens the transient length $x_*$ from 2.2 mm to about 1.7 mm.

Such stirring barely enters the capillary at 1 K: its speed is about 0.75 µm/s at the exit and 0.03 µm/s one radius higher, against $u=5.56$ µm/s. A hypothetical, much stronger stirring shows the sensitivity. If it mixed the lowest two radii completely, 1.40 mm of capillary would remain, and $k_{\rm eff}$ would be 0.995 with parabolic flow. Buoyancy is weak: for a temperature difference of 1 K between axis and wall, an expansion coefficient of $2\times10^{-5}\ \mathrm{K^{-1}}$ and a melt density of 3.7 g/cm³, the estimated speed is about 0.5% of $u$.

Radial uniformity is a separate matter. In an unstirred zone the ratio $u_zR_s/D$, with $R_s$ the crystal radius, is 1.0. Flow and diffusion across the radius then compete on equal terms. With creeping flow and a flat interface, the dopant level at the rim is about 1.5 times that on the axis, and the local gradient needed against supercooling rises from 90 to about 100 K/cm. A coefficient near one fixes the average over the cross-section and says nothing about the distribution within it.

### What each derivation assumes

Both derivations need a steady state, a crucible mixed up to the inlet, negligible diffusion in the crystal and a known relation between $w_s$ and $w_i$. They differ in what they ask of the melt between crucible and crystal.

The first requires composition to be uniform over each section, so that one ordinary differential equation describes the path. It does not require linearity. If $D$ depends on composition, the flux balance still separates into

$$
Q\int\frac{dz}{A}=\int_{w_0}^{w_i}\frac{D(w)\,dw}{w-w_s}, \tag{27}
$$

with the left integral taken over the unstirred parts of the path. Together with the interface condition this determines $w_s$, although the simple exponential is lost.

The second requires linearity: neither $D$ nor the flow may depend on the dopant. In return, Eq. (15) holds for any steady flow in the capillary, including parabolic and recirculating flow, provided that the composition is uniform at the two ends. The multiplication rule needs more, namely a uniform composition at each junction, and it is there that plug flow enters.

The two also fail differently. Dopant-driven buoyancy makes the flow depend on composition and breaks the superposition behind Eq. (14). A strongly non-uniform velocity breaks the one-dimensional balance, but leaves Eq. (15) intact with a new value of $b$. If the zone is poorly mixed across its radius, the exit composition is not uniform and neither closed formula applies as it stands. The overall balance survives even then: in the steady state the average crystal composition differs from $w_0$ by the net diffusive exchange with the crucible, divided by the feed flow. The numerical output that follows lists the values for the example.

## Table of computed values

```
Interface coefficient k0 = 0.10
Melt diffusivity D = 1.0e-05 cm2/s
Crystal/melt density ratio = 1.20
Melt density = 3.70 g/cm3
Crystal diameter = 1.00 mm
Capillary diameter = 0.60 mm
Capillary length = 2.00 mm
Zone height = 0.20 mm
Pull rate = 0.10 mm/min = 1.667 um/s
Capillary melt speed = 5.556 um/s
Zone melt speed = 2.000 um/s
Back-diffusion length D/u = 180.0 um
Pull 0.02 mm/min: Pe = 2.222, k_eff = 0.506251
Pull 0.05 mm/min: Pe = 5.556, k_eff = 0.966379
Pull 0.10 mm/min: Pe = 11.111, k_eff = 0.999866
Pull 0.30 mm/min: Pe = 33.333, k_eff = 1.000000
Plug flow, 0.1 mm/min: b = 1.493e-05
Plug flow, 0.1 mm/min: 1-k_eff = 1.344e-04
Orifice 0.05 mm, same pull: k_eff = 0.1279
Orifice Pe = 0.278
Unstirred zone, 0.05 mm/min: k_eff = 0.9723
Unstirred zone, factor on 1/k_eff - 1 = 0.8187
k0 = 2, 0.05 mm/min: k_eff = 1.0019
Length for 1% deficit = 1.223 mm
Radial Peclet number in capillary = 1.667
Decay rate, plug flow = 5.556 1/mm
Decay rate, parabolic, numeric = 5.266 1/mm
Decay rate, parabolic, formula = 5.252 1/mm
Parabolic flow: b = 2.555e-05, 1-k_eff = 2.299e-04
Transient length, formula = 2.207 mm
Transient length, time march = 2.206 mm
Crystal length to reach 95% of feed = 6.42 mm
Half charge used, 0.02 mm/min: w_s/start = 1.4081
Half charge used, 0.05 mm/min: w_s/start = 1.0236
Half charge used, 0.10 mm/min: w_s/start = 1.0001
Crucible dopant = 0.10 mol%
Interface melt dopant = 1.000 mol%
Liquidus slope magnitude = 5.0 K/mol%
Gradient needed against supercooling = 90.0 K/cm
Capillary stirred to 2 radii: k_eff = 0.9946
Diffusivity three times larger: k_eff = 0.8185
Viscosity = 0.045 Pa s; expansion = 2.0e-05 1/K
Temperature difference for flow scales = 1.0 K
Buoyant speed / capillary speed = 0.0126
Surface-tension slope magnitude = 5.0e-05 N/(m K)
Surface-driven speed scale = 1.11 mm/s
Stirred-zone film scale = 13.4 um
Radial Peclet number, unstirred zone = 1.00
Melt path mass / 1.0 g charge = 2.67e-03
Solid diffusivity, assumed = 1.0e-11 cm2/s
Solid diffusion length D_s/V = 0.60 nm
Trapping number, 1 nm interface = 1.7e-06
```
